# Do spherical pores guarantee an isotropic dielectric film?

**Question**

I am modelling a porous low-k film as a solid dielectric containing identical, non-overlapping spherical air pores. The pores form an ordered array whose spacing along the film normal is smaller than the in-plane spacing. A sphere polarizes equally in every direction, so I planned to use one permittivity for both the blanket capacitor (field along the normal) and neighbouring metal lines (field in the plane). Is that justified? If not, how large is the error for a host permittivity of 2.9, pores of radius 1.6 nm, and spacings of 5 nm in the plane and 4 nm along the normal?

**Answer**

It is not justified in general. The spherical shape makes the response of one pore to its local field isotropic, but the local field also contains the fields of the other pores, and these depend on the arrangement. For your numbers the difference is about 0.8 %, and a modest flattening of the pores can cancel it.

**One pore**

Let the host have relative permittivity $\varepsilon_h$ and the pores $\varepsilon_p$ and radius $R$. All lengths are far below the wavelength, so electrostatics applies. Define the excess polarization by $\mathbf D=\varepsilon_0\varepsilon_h\mathbf E+\mathbf P_{\rm ex}$; it vanishes in the host and equals $\varepsilon_0(\varepsilon_p-\varepsilon_h)\mathbf E$ in a pore.

A sphere in a uniform local field has the uniform internal field $3\varepsilon_h\mathbf E_{\rm loc}/(\varepsilon_p+2\varepsilon_h)$. Multiplying the excess polarization by the sphere volume gives its dipole moment,

$$\mathbf p=\frac{4\pi R^3}{3}\,\varepsilon_0(\varepsilon_p-\varepsilon_h)\frac{3\varepsilon_h}{\varepsilon_p+2\varepsilon_h}\mathbf E_{\rm loc}
=4\pi\varepsilon_0\varepsilon_hR^3\beta\,\mathbf E_{\rm loc},\qquad
\beta=\frac{\varepsilon_p-\varepsilon_h}{\varepsilon_p+2\varepsilon_h}.$$

No direction is preferred so far. The dipole approximation enters by treating the field of the other pores as uniform across each pore.

**From local field to permittivity**

Take a simple tetragonal lattice with sides $a,a,c$, with $c$ along the film normal $z$. The cell volume is $v=a^2c$, the porosity is $f=4\pi R^3/(3v)$, and $\mathbf P=\mathbf p/v$ is the average excess polarization. Reflection symmetry makes the axes principal, so for macroscopic field $\mathbf E$ we can write

$$E_{{\rm loc},i}=E_i+\frac{L_iP_i}{\varepsilon_0\varepsilon_h}.$$

Since $4\pi R^3/v=3f$, the dipole formula becomes $P_i=x\,\varepsilon_0\varepsilon_hE_{{\rm loc},i}$ with $x=3f\beta$. Inserting the local field,

$$P_i=x\varepsilon_0\varepsilon_hE_i+xL_iP_i
\quad\Rightarrow\quad
P_i=\frac{x\,\varepsilon_0\varepsilon_hE_i}{1-xL_i}.$$

The averaged relation $D_i=\varepsilon_0\varepsilon_hE_i+P_i=\varepsilon_0\varepsilon_iE_i$ then gives

$$\boxed{\varepsilon_i=\varepsilon_h\left(1+\frac{x}{1-xL_i}\right)}$$

The direction dependence sits in $L_i$. To find it, draw a large sphere around one pore. The distant material outside contributes $E_i+P_i/(3\varepsilon_0\varepsilon_h)$, and the dipoles inside are summed individually. With $p=vP$,

$$L_z=\frac13+\frac{v}{4\pi}\sum_{\mathbf r\ne0}\frac{3z^2-r^2}{r^5}.$$

On a cubic lattice $x^2,y^2,z^2$ contribute equally, the sum vanishes, and $L_z=1/3$. On any lattice the three sums for $x,y,z$ add to zero, so $L_x+L_y+L_z=1$ and here $L_x=(1-L_z)/2$.

**Evaluating the lattice factor**

The sum converges slowly, so group the dipoles into layers normal to $z$.

*Own layer.* Each neighbour has $z=0$ and gives $-p/(4\pi\varepsilon_0\varepsilon_h\rho^3)$. The total is $-pS/(4\pi\varepsilon_0\varepsilon_ha^3)$, with $S=\sum'(m^2+n^2)^{-3/2}=9.0336$. A prime means that $m=n=0$ is omitted.

*Another layer.* A dipole layer produces a potential jump equal to its areal dipole density divided by $\varepsilon_0\varepsilon_h$. For point dipoles on a square lattice every Fourier component of that density is $p/a^2$. Away from the layer the potential obeys Laplace's equation and is odd in $z$, hence

$$\phi=\operatorname{sgn}(z)\frac{p}{2\varepsilon_0\varepsilon_ha^2}\sum_{\mathbf g}e^{i\mathbf g\cdot\boldsymbol\rho}e^{-g|z|},\qquad g=\frac{2\pi}{a}\sqrt{m^2+n^2}.$$

Directly above or below a dipole, $E_z=-\partial_z\phi=\frac{p}{2\varepsilon_0\varepsilon_ha^2}\sum_{\mathbf g}g\,e^{-g|z|}$. The $g=0$ term gives no field. Summing distances $c,2c,\dots$ on both sides is a geometric series:

$$E_z^{\rm others}=\frac{p}{\varepsilon_0\varepsilon_ha^2}\sum_{\mathbf g\ne0}\frac{g}{e^{gc}-1}.$$

These fields add to $D/(\varepsilon_0\varepsilon_h)=E+P/(\varepsilon_0\varepsilon_h)$, the field with all dipoles removed at fixed $D$. Setting $p=vP$, $\tau=c/a$ and $k=\sqrt{m^2+n^2}$,

$$L_z=1-\frac{\tau S}{4\pi}+{\sum_{m,n}}'\frac{2\pi\tau k}{e^{2\pi\tau k}-1}.$$

For $\tau=1$ this gives 0.333333, as symmetry requires. For $\tau=0.8$ it gives $1-0.5751+0.1591=0.5840$, and the direct dipole sum agrees to six decimals. At large $\tau$ the exponential sum disappears and $L_z\approx1-0.719\tau$. The factor may therefore be negative: it is $-0.075$ at $\tau=1.5$. This means that the local field is weaker than the macroscopic field when $P$ is parallel to $E$.

**Size and sign of the anisotropy**

Put the two permittivities over a common denominator:

$$\varepsilon_z-\varepsilon_x=\varepsilon_h\frac{x(1-xL_x)-x(1-xL_z)}{(1-xL_z)(1-xL_x)}
=\frac{\varepsilon_hx^2(L_z-L_x)}{(1-xL_z)(1-xL_x)}.$$

The leading term is $9\varepsilon_hf^2\beta^2(L_z-L_x)$. The term linear in $f$ cancels because isolated spheres are isotropic; anisotropy needs pairs.

The sign of $\beta$ also drops out of the leading term. For air pores $P$ opposes $E$. Compressing the lattice along $z$ raises $L_z$, which weakens the local field along $z$. The pores then lower the permittivity less in that direction, so $\varepsilon_z>\varepsilon_x$.

For your film:

- $f=0.1716$, $\beta=(1-2.9)/(1+5.8)=-0.2794$, so $x=-0.1438$.
- $L_z=0.5840$ and $L_x=0.2080$.
- $\varepsilon_z=2.9\,[1-0.1438/(1+0.1438\times0.5840)]=2.515$.
- $\varepsilon_x=2.9\,[1-0.1438/(1+0.1438\times0.2080)]=2.495$.

The difference is 0.0202, or 0.81 % of $\varepsilon_x$. A cubic lattice at the same porosity would give 2.502 in every direction. For a 100 nm film, $\varepsilon_0\varepsilon_z/d$ is 22.27 nF/cm²; using $\varepsilon_x$ instead would give 22.09 nF/cm².

To test the dipole approximation, I solved $\nabla\cdot(\varepsilon\nabla\phi)=0$ numerically in the periodic cell, which includes the higher multipoles. This gives $\varepsilon_z=2.514$, $\varepsilon_x=2.494$ and again a difference of 0.0202; a grid twice as coarse gives 0.0203. The grid values lie about 0.0007 too low in each permittivity and about 0.0001 too high in their difference (the converged values are 2.515, 2.495 and 0.0201), so the last digit of the solver values, here and in the table below, is uncertain. With the lattice fixed and the radius reduced to 1.2 nm, the difference falls to about 0.0038. Between these radii it scales as $f^{1.92}$. The exponent is below 2 because, for $\beta<0$ and positive $L_i$, the denominators above grow with $f$.

**When tetragonal axes are not enough**

Stretching instead of compressing reverses the sign: $\tau=1.25$ at the same porosity gives $\varepsilon_z-\varepsilon_x=-0.0182$.

A tetragonal description does not by itself imply anisotropy, however. With an extra pore at each cell centre, $c/a=1$ is the bcc lattice and $c/a=\sqrt2$ is the fcc lattice in a rotated cell. Both are cubic, and both give $L_z=1/3$. At $c/a=1.2$, between them, $L_z$ is 0.3348, so the anisotropy is tiny.

**Disorder and finite thickness**

Small, independent, isotropic displacements do not wash out the effect at second order in the contrast. The dipole field of a neighbour is harmonic, so its average over a spherically symmetric displacement equals its value at the centre, provided the pores do not overlap.

The same statement can be evaluated in Fourier space. At this order the pores are uniformly polarized, and a polarization component with wavevector $\mathbf G$ produces a field proportional to $-\mathbf G(\mathbf G\cdot\mathbf P_{\mathbf G})/G^2$. Averaging that field over the pores gives

$$L_z-L_x=\sum_{\mathbf G\ne0}w^2(GR)\,e^{-G^2\sigma^2}\frac{G_x^2-G_z^2}{G^2},\qquad w(q)=\frac{3(\sin q-q\cos q)}{q^3},$$

where $w$ is the form factor of a sphere and $\sigma$ the rms displacement per axis, with the displacements taken as Gaussian (this lets about 0.2 % of neighbour pairs along $z$ overlap; excluding them would lower the value for $\sigma=0.2$ nm by about 0.0015, or 0.4 %). The random remainder of the scattering is isotropic and cancels. The result is 0.3760 for $\sigma=0$ and 0.3759 for $\sigma=0.2$ nm. Randomly oriented lattice domains, or pore positions with isotropic statistics, do restore an isotropic average by symmetry.

The outermost layers of a film lack neighbours on one side. Solving the coupled dipoles of 25 layers (100 nm), without image charges in the electrodes, gives $\varepsilon_z=2.5149$ instead of 2.5152, a shift of under 2 % of the anisotropy. At the same time $\varepsilon_x$ rises from 2.4950 to 2.4952, so the difference $\varepsilon_z-\varepsilon_x$ falls by about 2.5 %. A dipole normal to a metal plate has a parallel image. If the plates lie $c/2$ beyond the outermost pore centres, the images therefore stand exactly where the missing layers would be, and the shift of $\varepsilon_z$ vanishes.

**Flattened pores**

If your lattice was compressed by shrinkage, the pores may have been compressed too. For a spheroid with depolarization factor $N_i$, the internal field is $\varepsilon_hE_{{\rm loc},i}/[\varepsilon_h+N_i(\varepsilon_p-\varepsilon_h)]$, so $x$ is replaced by

$$x_i=\frac{f(\varepsilon_p-\varepsilon_h)}{\varepsilon_h+N_i(\varepsilon_p-\varepsilon_h)}.$$

This is anisotropic already at first order in $f$. Flattening makes $N_z>1/3$; for air pores the denominator shrinks, $|x_z|$ grows and $\varepsilon_z$ falls. Shape therefore opposes the lattice effect.

The lattice factor changes as well, because a uniformly polarized spheroid is not a point dipole. In an ellipsoid the mean of $x^2$ is $R_x^2/5$, and likewise for the other axes. The average of a harmonic function $h$ is then, to leading order,

$$h+\tfrac1{10}\left[R_x^2(\partial_x^2+\partial_y^2)+R_z^2\partial_z^2\right]h
=h+\tfrac1{10}(R_z^2-R_x^2)\,\partial_z^2h,$$

using $\nabla^2h=0$. The correction vanishes for a sphere. It is applied once for the source and once for the receiving pore; the numbers below also include the next three orders.

At fixed lattice and pore volume, the field solver gives:

| Pore height/width | $\varepsilon_z-\varepsilon_x$ |
|---|---|
| 1 | $+0.0202$ |
| 0.95 | $+0.0121$ |
| 0.8 | $-0.0155$ |

The last row corresponds to pores deformed in the same ratio as the lattice. There $L_z$ drops to 0.504, and the corrected dipole estimate is $-0.0154$; keeping the point-dipole $L_z$ would give $-0.0087$. By continuity, some shape between the last two rows cancels the anisotropy.

**Compared with a real film**

Your permittivities are plausible for a porous organosilicate dielectric, but the pores of a real film need not be spherical or ordered. The 0.8 nm wall between your pores along $z$ is also only a few atomic spacings thick, so a continuum host is a rough description there. Of the three corrections calculated above for your lattice (small displacements, finite thickness and pore shape), shape matters most, since it can move the difference from $+0.020$ to $-0.016$.

Two other changes affect a comparison. Raising the pore permittivity to 1.3, as a stand-in for partial filling, reduces the difference to 0.0135 in the dipole formula (0.0133 with higher multipoles). Raising the porosity by 0.01 lowers $\varepsilon_z$ by 0.021, as much as the whole anisotropy, so both directions should be compared on the same film. Line-to-line capacitance also contains fringing fields and liners, which must be separated before it yields $\varepsilon_x$.

For your idealized array, use $\varepsilon_z$ for the blanket capacitor and $\varepsilon_x$ for the in-plane field. For a film that has shrunk, determine the pore shape before assigning even the sign of the difference. The full set of values is in the numerical output below.

## Computed values

```
INPUTS
a, c, pore radius = 5.0, 4.0, 1.6 nm
host, pore permittivity = 2.9, 1.0
wall between pores along z = 0.80 nm
porosity f = 0.1716
sphere contrast beta = -0.2794
3 f beta = -0.1438
LATTICE FACTORS (dimensionless)
square-lattice sum S = 9.03362
c/a=0.80: L_z layers 0.583964, direct 0.583964
c/a=0.90: L_z layers 0.444129, direct 0.444129
c/a=1.00: L_z layers 0.333333, direct 0.333333
c/a=1.25: L_z layers 0.114289, direct 0.114289
c/a=1.50: L_z layers -0.075179, direct -0.075179
example L_x = 0.20802, L_z = 0.58396
body-centred c/a=0.8000: L_z = 0.370457
body-centred c/a=1.0000: L_z = 0.333333
body-centred c/a=1.2000: L_z = 0.334788
body-centred c/a=1.4142: L_z = 0.333333
L_z-L_x: layers 0.37595, reciprocal 0.37596
L_z-L_x with 0.2 nm rms jitter per axis = 0.37591
PERMITTIVITY (relative)
dipole formula eps_x = 2.4950, eps_z = 2.5152
cubic lattice, same porosity = 2.5020
eps_z-eps_x = 0.02020 (0.81 % of eps_x)
leading f^2 estimate of eps_z-eps_x = 0.02255
field solver eps_x = 2.4941, eps_z = 2.5142
field solver eps_z-eps_x = 0.02017
same on grid twice as coarse = 0.02027
solver/dipole anisotropy ratio = 0.9985
solver eps_z-eps_x, radius 1.2 nm = 0.00385
solver power of f in the anisotropy = 1.919
eps_z-eps_x for c/a=1.25, same f = -0.01823
NEGLECTED EFFECTS AND USE
25-layer film eps_z = 2.51491, bulk 2.51524
pore aspect 0.95: solver eps_z-eps_x = 0.01207
   short-axis N = 0.3471, spheroid L_z = 0.5629
   estimate: point 0.01380, extended 0.01211
pore aspect 0.8: solver eps_z-eps_x = -0.01552
   short-axis N = 0.3944, spheroid L_z = 0.5037
   estimate: point -0.00871, extended -0.01542
pore permittivity 1.3: eps_x = 2.5715, eps_z = 2.5850
eps_z shift for porosity +0.01 = -0.0206
capacitance of 100 nm film = 22.270 nF/cm2
same if eps_x is used = 22.092 nF/cm2
```
